# Triplet Instability of Stretched H2: Time-Dependent Hartree-Fock and Configuration-Interaction Singles

## The problem

Some resist chromophores react by photochemical fission of a two-electron bond. The smallest neutral model of such a bond is H₂ with one fixed, real 1s-type function per atom, $a$ and $b$, with overlap $S$. Symmetry fixes the two molecular orbitals:

$$g=\frac{a+b}{\sqrt{2(1+S)}},\qquad u=\frac{a-b}{\sqrt{2(1-S)}} .$$

The nuclei are clamped at distance $R$. The reference is the closed-shell determinant $g^2$ at every $R$. Spin-orbit coupling is left out.

The algebra is in atomic units. Let $h_{pp}$ be the kinetic plus nuclear-attraction energy of orbital $p$, and let

$$(pq|rs)=\iint \frac{p(1)q(1)\,r(2)s(2)}{r_{12}}\,d1\,d2,\quad J_{pq}=(pp|qq),\quad K=(gu|gu).$$

$K$ is the electrostatic self-repulsion of the charge distribution $gu$, so $K>0$.

## Part (a): the triplet from single excitations

**Question.** Find the orbital energies $\varepsilon_g,\varepsilon_u$ and the triplet excitation energy $A$ in configuration-interaction singles (CIS). What error does $A$ contain within this basis?

**Answer.** An electron in $g$ feels the other electron in $g$. An electron in the empty orbital $u$ would feel both electrons, with exchange from the one of equal spin:

$$\varepsilon_g=h_{gg}+J_{gg},\qquad \varepsilon_u=h_{uu}+2J_{gu}-K .$$

The total energies of the reference and of the triplet $g{\uparrow}u{\uparrow}$ are

$$E_{\rm ref}=2h_{gg}+J_{gg}+\tfrac1R,\qquad E_T=h_{gg}+h_{uu}+J_{gu}-K+\tfrac1R .$$

There is one triplet configuration, so the CIS matrix is a single number:

$$A=E_T-E_{\rm ref}=h_{uu}-h_{gg}+J_{gu}-K-J_{gg}=\varepsilon_u-\varepsilon_g-J_{gu}.$$

The last form follows by inserting the orbital energies. As a difference of two real energies, $A$ is real, but nothing forces it to be positive. Since the triplet has no other configuration to mix with, $E_T$ is exact within this basis. The whole error of $A$ comes from $E_{\rm ref}$.

## Part (b): the triplet from linear response

**Question.** Linearize the time-dependent Hartree-Fock (TDHF) equation $i\dot P_\sigma=[F_\sigma,P_\sigma]$ about the reference, and find the triplet frequency. When is it imaginary?

**Answer.** Write $P_\sigma=P_0+\delta P_\sigma$, where $P_0$ projects on $g$. A determinant keeps $P_\sigma^2=P_\sigma$, so to first order $\delta P=P_0\,\delta P+\delta P\,P_0$. This leaves only the elements $x_\sigma=(\delta P_\sigma)_{ug}$ and $y_\sigma=(\delta P_\sigma)_{gu}$. The linear equation is

$$i\,\delta\dot P_\sigma=[F_0,\delta P_\sigma]+[\delta F_\sigma,P_0].$$

The Fock matrix changes by

$$(\delta F_\sigma)_{pq}=\sum_{rs}\Big[(pq|rs)\sum_{\tau}(\delta P_\tau)_{rs}-(pr|sq)(\delta P_\sigma)_{rs}\Big].$$

For a triplet the two spins change oppositely, $\delta P_\downarrow=-\delta P_\uparrow$. The Coulomb sum then vanishes and exchange remains:

$$\delta F_{ug}=-J_{gu}x-Ky,\qquad \delta F_{gu}=-J_{gu}y-Kx .$$

The commutator with $F_0$ gives $+(\varepsilon_u-\varepsilon_g)x$ in the $ug$ element and $-(\varepsilon_u-\varepsilon_g)y$ in the $gu$ element. The commutator with $P_0$ gives $+\delta F_{ug}$ and $-\delta F_{gu}$. Therefore

$$i\dot x=Ax-Ky,\qquad i\dot y=-Ay+Kx .$$

Dropping the coupling to $y$ in the first equation returns the CIS frequency $A$. Keeping it, take the sum and difference $q=x+y$, $p=x-y$:

$$i\dot q=(A+K)\,p,\qquad i\dot p=(A-K)\,q .$$

With time dependence $e^{-i\omega t}$ this gives

$$\omega_T^2=(A-K)(A+K)=A^2-K^2 .$$

The frequency is imaginary when $|A|<K$. If $A+K>0$, the condition is simply $A<K$.

For equal changes of both spins the Coulomb term adds $2K(x+y)$ to $\delta F_{ug}$ and $\delta F_{gu}$. Then $i\dot q=(A+K)p$ and $i\dot p=(A+3K)q$, so

$$\omega_S^2=(A+K)(A+3K).$$

This is positive whenever $A+K>0$, because $K>0$. In that regime the instability belongs to the triplet alone.

## Part (c): the link to the Coulson-Fischer point

**Question.** The Coulson-Fischer distance $R_{CF}$ is where an unrestricted determinant first falls below $g^2$. Put spin up in $cg+su$ and spin down in $cg-su$, with $c=\cos\theta$, $s=\sin\theta$. Relate $R_{CF}$ to part (b).

**Answer.** The two charge densities are $c^2g^2+s^2u^2\pm2cs\,gu$. Terms linear in $gu$ cancel in their mutual repulsion, so

$$E=2c^2h_{gg}+2s^2h_{uu}+c^4J_{gg}+s^4J_{uu}+2c^2s^2J_{gu}-4c^2s^2K+\tfrac1R .$$

Put $c^2=1-s^2$. The coefficient of $s^2$ is $2(h_{uu}-h_{gg}-J_{gg}+J_{gu}-2K)=2(A-K)$, by part (a). Hence

$$E=E_{\rm ref}+2(A-K)s^2+Qs^4,\qquad Q=J_{gg}+J_{uu}-2J_{gu}+4K .$$

The first three terms of $Q$ are the self-repulsion of $g^2-u^2$, which is not negative, so $Q>0$. For $A\ge K$ the minimum is at $s=0$. For $A<K$, setting the derivative with respect to $s^2$ to zero gives

$$s^2=\frac{K-A}{Q},\qquad E_{\rm ref}-E_{\min}=\frac{(K-A)^2}{Q}.$$

This solution has $s^2\le\tfrac12$ as long as $u^2$ is not below $g^2$, since then $E(s^2{=}1)-E_{\rm ref}=2(A-K)+Q\ge0$. Thus $R_{CF}$ is the distance where $A=K$, and there $\omega_T=0$.

If the mixing coefficient is imaginary, $\pm is$, both densities become $c^2g^2+s^2u^2$ and the term $-4c^2s^2K$ disappears. The $s^2$ coefficient is then $2(A+K)$. The factors of $\omega_T^2$ are therefore the stiffnesses of the reference against opposite mixing of the two spins, one for real and one for imaginary coefficients. An imaginary frequency means that exactly one of these two is negative.

The statement "imaginary beyond $R_{CF}$" thus needs $A+K>0$ and $A<K$ there. In the STO-3G basis both were tested at 36 equally spaced distances from 0.5 to 4.0 Å: $A+K$ was positive at all of them, and $\omega_T^2$ was negative at those beyond $R_{CF}=1.153$ Å and positive at the others.

## Part (d): what the imaginary frequency means

**Question.** How does $\omega_T$ behave near $R_{CF}$, and what happens to a small spin polarization beyond it?

**Answer.** Near $R_{CF}$, $A+K\approx2K$ and $A-K\approx-\kappa(R-R_{CF})$ with a slope $\kappa>0$. To leading order

$$|\omega_T|\approx\sqrt{2K\kappa\,|R-R_{CF}|}.$$

Going from 0.001 to 0.004 Å away should double $|\omega_T|$. The computed ratios are 2.006 below and 1.994 above $R_{CF}$.

A small real mixing angle has $x=y$, hence $p=0$ and $\dot q=0$ at the start. Since $\ddot q=|\omega_T|^2q$ beyond $R_{CF}$, the polarization grows as $q(t)=q(0)\cosh(|\omega_T|t)$. Propagating the full nonlinear equation at 1.40 Å from $\theta=10^{-6}$ gave a growth factor of 201.716 at $|\omega_T|t=6$, equal to $\cosh6$ to the digits shown. The law holds while the polarization is small. It describes a mean-field reference leaving an energy saddle; it is not a lifetime or a fission rate, because the nuclei do not move.

## Part (e): the exact gap and the separated atoms

**Question.** Find the exact singlet-triplet gap in this basis. Then compare the three results as $R\to\infty$.

**Answer.** By symmetry $g^2$ mixes only with $u^2$, with coupling $(gu|gu)=K$. Let $2D=E(u^2)-E(g^2)$. Relative to $E_{\rm ref}$, the matrix and its lower eigenvalue are

$$\begin{pmatrix}0&K\\K&2D\end{pmatrix},\qquad D-\sqrt{D^2+K^2}.$$

The triplet lies at $A$, so

$$\Delta_{\rm exact}=A+\sqrt{D^2+K^2}-D .$$

CIS is too low by $\sqrt{D^2+K^2}-D$, the correlation energy missing from the reference.

For separated atoms $S\to0$ and $h_{uu}-h_{gg}\to0$. With $U=(aa|aa)$ and $(aa|bb)\to1/R$, the densities $g^2,u^2\to(a^2+b^2)/2$ and $gu\to(a^2-b^2)/2$ give

$$J_{gg},J_{uu},J_{gu}\to\tfrac12\Big(U+\tfrac1R\Big),\qquad K\to\tfrac12\Big(U-\tfrac1R\Big).$$

Hence $A\to-K$ and $D\to0$. The exact gap tends to zero, as it must for two independent atoms. CIS tends to $-\tfrac12(U-1/R)$, because half the weight of $g^2$ is ionic, with both electrons on one atom. TDHF tends to zero because $A+K\to0$, even though its reference is just as wrong. With $U=21.078$ eV and $1/R$ worth 1.440 eV at 10 Å, the CIS limit is $-9.819$ eV, which is also the directly computed value in STO-3G. The number depends on the fixed atomic function: in aug-cc-pVTZ, CIS at 10 Å gives about $-6.6$ eV.

## Part (f): numbers at 1.40 Å

**Question.** In STO-3G at $R=1.40$ Å, $\varepsilon_g=-10.2675$, $\varepsilon_u=7.0451$, $J_{gu}=15.5152$, $K=6.0687$, $D=8.1399$ and $Q=24.8225$, all in eV. Evaluate the results and judge them.

**Answer.** The CIS energy is

$$A=7.0451+10.2675-15.5152=1.797\ \text{eV}.$$

Then $A-K=-4.271$ eV and $A+K=7.866$ eV, so

$$\omega_T^2=-33.60\ \text{eV}^2,\qquad \omega_T=\pm5.80\,i\ \text{eV}.$$

The missing correlation is $\sqrt{8.1399^2+6.0687^2}-8.1399=2.013$ eV, which gives $\Delta_{\rm exact}=3.81$ eV. CIS is real and positive here, yet 53% below the exact gap of the same basis. The unrestricted determinant has $s^2=4.271/24.82=0.172$ and lies $4.271^2/24.82=0.735$ eV below the reference.

| $R$ (Å) | CIS (eV) | TDHF (eV) | exact in basis (eV) |
|---|---|---|---|
| 0.74 | 15.95 | 15.16 | 16.50 |
| 1.00 | 8.71 | 6.87 | 9.67 |
| 1.40 | 1.80 | 5.80 $i$ | 3.81 |
| 2.00 | −3.83 | 5.92 $i$ | 0.66 |
| 4.00 | −8.66 | 1.16 $i$ | 0.0003 |

CIS crosses zero at $R_0=1.549$ Å, where $\omega_T=\pm iK$. Beyond it, CIS places the triplet below the reference, while the exact gap stays positive at all the distances listed. A real CIS value is therefore no evidence of a sound reference.

The small basis matters too. From STO-3G to cc-pVQZ, $R_{CF}$ moves from 1.153 to 1.216 Å. At fixed $R=1.40$ Å, CIS rises from 1.80 to 2.15 eV, and the magnitude of the imaginary TDHF value falls from 5.80 to 3.42 eV. The last step, cc-pVTZ to cc-pVQZ, changes these three by 0.001 Å, 0.01 eV and 0.02 eV. The full two-electron gap is 3.43 eV in cc-pVTZ, 0.08 eV above cc-pVDZ; CIS in cc-pVTZ gives 2.14 eV, still 1.3 eV too low. The last digit of these values is not yet converged: in aug-cc-pVQZ, CIS is 2.16 eV, the TDHF magnitude 3.41 eV and the full gap 3.46 eV.

At larger distances the minimal basis can err by more than the values themselves. In aug-cc-pVTZ, $R_0$ is 1.71 Å. At 2.00 Å that basis gives −1.43 eV for CIS, 4.22 $i$ eV for TDHF and 0.85 eV for the full gap; at 4.00 Å it gives −5.16 eV, 1.83 $i$ eV and 0.002 eV. The table shows how the three results change with distance, not accurate values for H₂.

**Relation to a resist.** At 0.74 Å the vertical triplet gap of this model is 16.5 eV, but much of that comes from the minimal basis: the full two-electron gap in aug-cc-pVTZ is 10.6 eV. A 193 nm photon carries about 6.4 eV, well below either value, so the energies do not transfer to a chromophore. The comparison is one of scale only: without spin-orbit coupling the singlet-triplet transition is spin-forbidden, and this model does not describe how light populates the triplet. A real chromophore goes beyond this model: it has more electrons, often in lone pairs and $\pi$ orbitals, and a surrounding film. Their effect is not sized here; for H₂ itself, enlarging the basis lowers the gap by about 0.35 eV at 1.40 Å and by about 5.9 eV at 0.74 Å, but raises it by about 0.2 eV at 2.00 Å. What carries over is a conditional check. When a closed-shell reference is followed along a stretched single bond, a negative triplet stiffness shows that this reference is unstable, and a CIS triplet energy computed from it then needs comparison with a method that correlates the bonding pair.

The numerical output below gives the two-orbital results with more digits, and the basis comparison for $R_{CF}$ and at 1.40 Å. The aug-cc-pVTZ and aug-cc-pVQZ values come from separate calculations; for the full two-electron gap, aug-cc-pVDZ gives 10.5 eV at 0.74 Å and 0.83 eV at 2.00 Å.

## Values computed for the example and the checks

```
H2, STO-3G, energies in eV, distances in angstrom
Coulson-Fischer distance R_CF = 1.1534 angstrom
CIS triplet energy zero at R_0 = 1.5486 angstrom
R (angstrom) | A = CIS | K | TDHF triplet | exact gap (eV)
0.74 | 15.945 | 4.931 | 15.164 real | 16.5040
1.00 | 8.714 | 5.355 | 6.875 real | 9.6676
1.15 | 5.688 | 5.619 | 0.881 real | 6.9657
1.30 | 3.208 | 5.889 | 4.939 i | 4.8967
1.40 | 1.797 | 6.069 | 5.796 i | 3.8107
1.60 | -0.549 | 6.419 | 6.396 i | 2.2194
2.00 | -3.830 | 7.052 | 5.921 i | 0.6559
3.00 | -7.535 | 8.142 | 3.086 i | 0.0189
4.00 | -8.661 | 8.739 | 1.165 i | 0.0003
Worked case R = 1.40 angstrom
  e_g = -10.2675 eV
  e_u = 7.0451 eV
  J_gu = 15.5152 eV
  K = 6.0687 eV
  A = CIS triplet = 1.7974 eV
  D = 8.1399 eV
  Q = 24.8225 eV
  A - K = -4.2714 eV
  A + K = 7.8661 eV
  TDHF triplet squared = -33.5990 eV^2
  TDHF triplet = 5.7965 i eV
  TDHF singlet = 12.5440 eV
  exact gap in this basis = 3.8107 eV
  correlation missing = 2.0133 eV
  UHF mixing sin^2 = 0.1721
  UHF energy lowering = 0.7350 eV
  spin growth at |w|t = 6: 201.716; cosh(6) = 201.716
Onset: |w| ratio for 4x distance, below 2.0061, above 1.9939
One-centre repulsion U = 21.0781 eV
At 10 angstrom: CIS = -9.8191 eV, limit -9.8191 eV
Basis | R_CF (angstrom) | CIS (eV) | |TDHF| imaginary (eV), at 1.40 angstrom
cc-pvdz | 1.2104 | 2.1059 | 3.5054
cc-pvtz | 1.2147 | 2.1433 | 3.4377
cc-pvqz | 1.2159 | 2.1514 | 3.4209
Shift TZ to QZ: R_CF 0.0012 angstrom, CIS 0.0081 eV, TDHF -0.0169 eV
Full two-electron gap at 1.40 angstrom: DZ 3.3553, TZ 3.4309 eV
Shift DZ to TZ of that gap = 0.0755 eV
```
